\section*{Fermi-velocity mismatch in the effective barrier parameter of a superconducting contact}

Suppose that the conductance of a contact between a degenerate semiconductor and a superconductor is predicted from the strength of its interfacial barrier alone, with the geometric mean of the two Fermi velocities used in the barrier parameter. For the model contact worked out below (one mode at normal incidence, an abrupt interface, zero temperature), this predicts a zero-bias conductance 1.31 times that of the same contact in the normal state. The correct ratio is 0.72: an expected enhancement is in fact a suppression. The reverse inference fails as well. If the reflection is ascribed entirely to a barrier, with the same mean velocity, the barrier strength comes out as 0.36 eV nm instead of 0.20 eV nm. What is missing in both cases is the reflection caused by the different Fermi velocities of the two materials, which is present even when there is no barrier.

Let the normal conductor, side 1, fill $x<0$ and the superconductor, side 2, fill $x>0$. Each has a parabolic band with effective mass $m_j$ and Fermi energy $E_{Fj}$ measured from its own band edge. The Fermi wave vector and velocity are $k_j$ and $v_j=\hbar k_j/m_j=\sqrt{2E_{Fj}/m_j}$. Consider first one mode at normal incidence, with the superconductor in its normal state. The Hamiltonian, measured from the Fermi level $\mu$, is
\begin{equation}
H_0=-\frac{\hbar^2}{2}\frac{d}{dx}\frac{1}{m(x)}\frac{d}{dx}+U(x)+W\delta(x)-\mu ,
\end{equation}
where $m$ and the band edge $U$ jump at $x=0$, and $W$, an energy times a length, is the strength of a thin barrier. Placing $1/m(x)$ between the derivatives makes $H_0$ Hermitian. It is the customary choice but not the only Hermitian one; this ordering is part of the model, and the results below depend on it.

The wave function must be continuous at $x=0$, since a jump would produce a derivative of a delta function that no other term could cancel. Integrating $H_0\psi=0$ from $0^-$ to $0^+$ removes the finite terms and leaves
\begin{equation}
\frac{\hbar^2}{2}\left[\frac{\psi'(0^+)}{m_2}-\frac{\psi'(0^-)}{m_1}\right]=W\psi(0).
\label{match}
\end{equation}
The probability current is $j=(\hbar/m)\,\mathrm{Im}(\psi^*\psi')$. Multiplying \eqref{match} by $2\psi^*(0)/\hbar$ and taking the imaginary part gives
\begin{equation}
j(0^+)-j(0^-)=\frac{2W}{\hbar}\,\mathrm{Im}|\psi(0)|^2=0 ,
\end{equation}
because $W$ is real. The barrier changes the slope of the wave but neither creates nor absorbs particles.

For a wave of unit amplitude incident from side 1, write
\begin{equation}
\psi=\begin{cases}e^{ik_1x}+\rho\,e^{-ik_1x}, & x<0,\\ t\,e^{ik_2x}, & x>0.\end{cases}
\end{equation}
Continuity gives $1+\rho=t$. In \eqref{match} the slopes combine with the masses into velocities. With $w=W/\hbar$, which is itself a velocity, multiplication by $2/(i\hbar)$ gives
\begin{equation}
v_2t-v_1(1-\rho)=-2iwt .
\end{equation}
Since $1-\rho=2-t$, this becomes $(v_1+v_2+2iw)t=2v_1$, so that
\begin{equation}
t=\frac{2v_1}{v_1+v_2+2iw},\qquad
\rho=t-1=\frac{v_1-v_2-2iw}{v_1+v_2+2iw}.
\label{amps}
\end{equation}

The transmission probability is a ratio of currents, not of squared amplitudes. On the right $j=v_2|t|^2$. On the left
\begin{equation}
j=v_1\,\mathrm{Re}\left[1-|\rho|^2+\rho^*e^{2ik_1x}-\rho e^{-2ik_1x}\right]=v_1(1-|\rho|^2),
\end{equation}
since the last two terms are a number minus its complex conjugate and hence imaginary. The incident current is $v_1$. Therefore
\begin{equation}
T=\frac{v_2}{v_1}|t|^2=\frac{4v_1v_2}{(v_1+v_2)^2+4w^2},\qquad
R=|\rho|^2=\frac{(v_1-v_2)^2+4w^2}{(v_1+v_2)^2+4w^2}.
\label{TR}
\end{equation}
The identity $(v_1-v_2)^2+4v_1v_2=(v_1+v_2)^2$ confirms $R+T=1$.

For equal velocities $v$, \eqref{TR} reduces to $T=1/(1+Z^2)$ with $Z=W/(\hbar v)$, the usual barrier parameter. The effective parameter is defined by keeping this form, $T=1/(1+Z_{\rm eff}^2)$, which means $Z_{\rm eff}^2=R/T$. Dividing the two expressions in \eqref{TR} gives
\begin{equation}
Z_{\rm eff}^2=\frac{w^2}{v_1v_2}+\frac{(v_1-v_2)^2}{4v_1v_2}
=Z^2+\frac{(1-r)^2}{4r},
\label{zeff}
\end{equation}
with
\begin{equation}
r=\frac{v_1}{v_2},\qquad Z=\frac{W}{\hbar\sqrt{v_1v_2}} .
\end{equation}
The convention for $Z$ matters. If the barrier is described by $Z_0=W/(\hbar v_1)$ instead, the first term of \eqref{zeff} must be written $rZ_0^2$.

The mismatch term can also be written
\begin{equation}
\frac{(1-r)^2}{4r}=\frac14\left(\sqrt r-\frac1{\sqrt r}\right)^2=\sinh^2\!\left(\tfrac12\ln r\right),
\label{sinh}
\end{equation}
which shows that it is unchanged when the two sides are exchanged. For $r=1+\epsilon$ with small $\epsilon$ it is $\epsilon^2/4$, so slight mismatches hardly matter. For $r\ll1$ it grows as $1/(4r)$, and without a barrier $T\approx4r$.

With this ordering, at normal incidence it is velocity that must match, not wave vector. Two materials with equal velocities and $k_2/k_1=5$ transmit fully when $W=0$. With equal wave vectors and $v_1/v_2=5$ the mismatch term is $16/20=0.8$ and $T=1/1.8=0.556$. A numerical solution of a lattice version of $H_0$, with the same ordering but no matching condition inserted by hand, gives 1.0000 and 0.5556 for these two cases. The rule is not independent of the ordering: the kinetic term $m^{-1/2}p^2m^{-1/2}/2$, also Hermitian, makes $\psi/\sqrt m$ and its slope continuous, replaces $r$ by $k_1/k_2$, and exchanges the two values.

So far $Z_{\rm eff}$ only renames the normal transmission. It must still be shown that the same number governs the superconducting contact. Let the pair potential be zero for $x<0$ and a real constant $\Delta$ for $x>0$. The electron and hole components $f$ and $g$ of an excitation of energy $E>0$ obey
\begin{equation}
H_0f+\Delta(x)g=Ef,\qquad \Delta(x)f-H_0g=Eg .
\label{bdg}
\end{equation}
In the bulk superconductor a plane wave turns $H_0$ into a number $\xi$, and \eqref{bdg} requires $\xi^2=E^2-\Delta^2$. Hence $\xi=\pm s$ with
\begin{equation}
s=\sqrt{E^2-\Delta^2}\ \ (E>\Delta),\qquad s=i\sqrt{\Delta^2-E^2}\ \ (E<\Delta).
\end{equation}
The first equation of \eqref{bdg} gives $g/f=(E-\xi)/\Delta$. The solutions are $(u_0,v_0)$ for $\xi=s$ and $(v_0,u_0)$ for $\xi=-s$, where
\begin{equation}
u_0^2=\frac{E+s}{2E},\qquad v_0^2=\frac{E-s}{2E},\qquad u_0v_0=\frac{\Delta}{2E}.
\label{uv}
\end{equation}
These coherence factors should not be confused with the velocities $v_1,v_2$.

The group velocity selects the outgoing waves. On side 1 a hole has $E=-\xi$, so it moves against its wave vector, and a reflected hole is $e^{+ik_1x}$. On side 2 the branch $\xi=s$ moves to the right as $e^{ik_2x}$ and the branch $\xi=-s$ as $e^{-ik_2x}$. Below the gap the chosen sign of $s$ makes both waves decay into the superconductor. Electron and hole wave vectors differ from $k_j$ by relative amounts of order $E/E_{Fj}$ or $|s|/E_{Fj}$. For $\Delta\ll E_{F1},E_{F2}$ and energies of order $\Delta$ these differences can be dropped in the matching at $x=0$; this is the Andreev approximation.

Let $a$ and $b$ be the amplitudes of the reflected hole and electron, and $c$ and $d$ those of the two transmitted waves. Continuity of both components gives
\begin{equation}
1+b=cu_0+dv_0,\qquad a=cv_0+du_0 .
\label{cont}
\end{equation}
The slope condition \eqref{match} holds for each component, since the hole equation contains $-H_0$, in which the kinetic and barrier terms change sign together, and the finite step in $\Delta$ drops out of the integral. Thus
\begin{align}
v_2(cu_0-dv_0)-v_1(1-b)&=-2iw(cu_0+dv_0),\\
v_2(cv_0-du_0)-v_1a&=-2iw(cv_0+du_0).
\end{align}
Insert $1-b=2-cu_0-dv_0$ in the first line and $a$ from \eqref{cont} in the second, and define
\begin{equation}
P=v_1+v_2+2iw,\qquad Q=v_2-v_1+2iw .
\end{equation}
Collecting the coefficients of $c$ and $d$ leaves
\begin{equation}
P\,cu_0-Q^*dv_0=2v_1,\qquad Q\,cv_0-P^*du_0=0 .
\end{equation}
The second equation gives $d=Qv_0c/(P^*u_0)$. Substitution in the first yields
\begin{equation}
c=\frac{2v_1P^*u_0}{D},\qquad d=\frac{2v_1Qv_0}{D},\qquad D=|P|^2u_0^2-|Q|^2v_0^2 .
\end{equation}
Because $P^*+Q=2v_2$, the hole amplitude is
\begin{equation}
a=\frac{2v_1u_0v_0(P^*+Q)}{D}=\frac{4v_1v_2u_0v_0}{D}.
\end{equation}
For the electron amplitude, $b=cu_0+dv_0-1$ gives
\begin{equation}
b=\frac{P^*(2v_1-P)u_0^2+Q(2v_1+Q^*)v_0^2}{D}=-\frac{P^*Q\,(u_0^2-v_0^2)}{D},
\end{equation}
where $2v_1-P=-Q$ and $2v_1+Q^*=P^*$ were used.

The squared moduli of $P$ and $Q$ are the denominator and numerator of $R$ in \eqref{TR}. By \eqref{zeff} they are
\begin{equation}
|P|^2=4v_1v_2(1+Z_{\rm eff}^2),\qquad |Q|^2=4v_1v_2Z_{\rm eff}^2 .
\end{equation}
With \eqref{uv}, the denominator becomes
\begin{equation}
\frac{D}{4v_1v_2}=u_0^2+Z_{\rm eff}^2(u_0^2-v_0^2)=\frac{E+\lambda s}{2E},\qquad \lambda=1+2Z_{\rm eff}^2 .
\end{equation}
Incident electron and reflected hole have the same speed $v_1$ in this approximation, so the reflected currents are the squared amplitudes:
\begin{equation}
A=|a|^2=\frac{\Delta^2}{|E+\lambda s|^2},\qquad
B=|b|^2=\frac{4Z_{\rm eff}^2(1+Z_{\rm eff}^2)|s|^2}{|E+\lambda s|^2}.
\label{AB}
\end{equation}
The velocities and the barrier enter both probabilities through $Z_{\rm eff}$ alone. The product $P^*Q$ in $b$ retains more information, but only in its phase, which a single contact does not reveal in its conductance.

Current conservation checks the result. The numerator of $B$ contains $4Z_{\rm eff}^2(1+Z_{\rm eff}^2)=\lambda^2-1$. Below the gap $|s|^2=\Delta^2-E^2$, and the numerators of $A$ and $B$ add to $E^2+\lambda^2|s|^2$, which is the denominator. Hence $A+B=1$: the net probability current of the excitation into the superconductor is zero. The charge current is not, because a reflected hole adds to it. Above the gap the remainder is
\begin{equation}
1-A-B=\frac{2s(s+\lambda E)}{(E+\lambda s)^2},
\end{equation}
which is positive, as a transmission probability must be. At $E=\Delta$, where $s=0$, \eqref{AB} gives $A=1$ for any finite $Z_{\rm eff}$.

At zero temperature each reflected electron removes current and each reflected hole adds it, so the conductance per spin-degenerate mode is $G_{NS}=(2e^2/h)(1+A-B)$, against $G_N=(2e^2/h)T$ in the normal state. At zero bias $s=i\Delta$, $A=1/\lambda^2$ and $B=1-A$, and therefore
\begin{equation}
\frac{G_{NS}}{G_N}=\frac{2A}{T}=\frac{2(1+Z_{\rm eff}^2)}{(1+2Z_{\rm eff}^2)^2}.
\label{G}
\end{equation}
The ratio is 2 for a fully transmitting contact and falls as $1/(2Z_{\rm eff}^2)$ for a poorly transmitting one. It equals one when $4Z_{\rm eff}^4+2Z_{\rm eff}^2-1=0$, that is, at $Z_{\rm eff}^2=(\sqrt5-1)/4\approx0.309$. Without a barrier and for $r\ll1$, $Z_{\rm eff}^2\approx1/(4r)$ and the ratio tends to $2r$; for $r\gg1$ it tends to $2/r$. These values require $k_BT\ll\Delta$. Since $A$ rises to one at the gap edge, thermal smearing can lift a suppressed zero-bias ratio, and $\Delta=0.2$ meV, used below, corresponds to only 2.3 K.

Take round model parameters: $m_1=0.2\,m_e$ and $E_{F1}=0.1$ eV for the semiconductor, $m_2=m_e$ and $E_{F2}=5$ eV for the superconductor, $W=0.2$ eV nm and $\Delta=0.2$ meV. The velocities are $v_1=4.19\times10^5$ m/s and $v_2=1.326\times10^6$ m/s, so $r=0.316$. With $\hbar\sqrt{v_1v_2}=0.491$ eV nm, the two contributions are
\begin{equation}
Z^2=\left(\frac{0.2}{0.491}\right)^2=0.166,\qquad
\frac{(1-0.3162)^2}{4\times0.3162}=0.370 .
\end{equation}
The mismatch contributes more than twice as much as the barrier. The sum is $Z_{\rm eff}^2=0.536$, or $Z_{\rm eff}=0.732$, and $T=1/1.536=0.651$; the lattice calculation gives the same value. Removing the barrier would raise $T$ only to 0.730.

Equation \eqref{G} now gives
\begin{equation}
\frac{G_{NS}}{G_N}=\frac{2\times1.536}{(2.071)^2}=0.716,
\end{equation}
whereas $Z^2=0.166$ alone would give $2\times1.166/(1.332)^2=1.314$. The two values lie on opposite sides of one because the barrier term is below the threshold 0.309 and the full sum above it. The mismatch term exceeds the threshold by itself, so this contact would show a suppressed zero-bias conductance even without a barrier, provided the interface is abrupt. The margin is small: the threshold corresponds to $R=0.309/1.309=0.236$, against 0.270 for the abrupt step, and the grading discussed at the end can bring $R$ below it. Conversely, ascribing all of $Z_{\rm eff}$ to a barrier gives a strength of $0.732\times0.491=0.36$ eV nm instead of 0.20 eV nm.

Such barrier-only estimates depend on the velocity put into the barrier parameter. With $v_1$ in place of $\sqrt{v_1v_2}$, $\hbar v_1=0.276$ eV nm and $Z_0^2=0.525$, which gives a ratio of 0.73. Its closeness to the correct value is an accident of these parameters: $Z_0$ contains no mismatch term and would give a ratio of 2 for $W=0$, where \eqref{G} gives 0.91.

The Andreev approximation was tested against a solution of \eqref{bdg} that keeps the separate electron and hole wave vectors. At $E=2\Delta$ in the example this solution gives $B=0.3154$, while \eqref{AB} gives 0.3161. Over four contacts and energies up to $3\Delta$, the largest absolute difference in either probability is $1.3\times10^{-3}$. It drops to $1.3\times10^{-5}$ when $\Delta$ is reduced a hundredfold, as expected for a correction of first order in $\Delta/E_F$.

A measured $Z_{\rm eff}$ does not determine $r$, because the barrier term is unknown. It does bound $r$ within this model. Since $Z^2\geq0$, \eqref{sinh} requires $|\ln r|\leq2\,\mathrm{arsinh}\,Z_{\rm eff}$. For $Z_{\rm eff}=0.732$ this means $0.257\leq r\leq3.89$, and the end points correspond to a contact with no barrier. The actual ratio, 0.316, lies inside.

At oblique incidence on a smooth interface the wave vector parallel to it is conserved, and \eqref{zeff} applies with the normal velocity components $v_j\cos\theta_j$. In the example $k_2/k_1=\sqrt{m_2E_{F2}/(m_1E_{F1})}=\sqrt{250}\approx16$, so $\sin\theta_2\leq1/\sqrt{250}\approx0.063$ and $\cos\theta_2$ stays within 0.2\% of one. The ratio $r$ is then replaced by about $r\cos\theta_1$. At $\theta_1=60^\circ$ it is 0.158, the mismatch term rises to 1.12, and the barrier term doubles to 0.33. A wide planar contact therefore samples a range of $Z_{\rm eff}$, and its conductance is a sum over modes that a single fitted value can represent only approximately. In the example every oblique mode has a larger $Z_{\rm eff}$ than the normal one, so the zero-bias ratio of a wide contact lies below 0.72.

The mismatch term also presupposes an abrupt interface. To see how it changes when mass and band edge vary gradually, set $W=0$ and let $k(x)$ and $v(x)$ be the local wave vector and velocity at the Fermi level. With $\chi=\hbar\psi'/(im)$, the equation $H_0\psi=0$ becomes
\begin{equation}
\psi'=\frac{ik}{v}\chi,\qquad \chi'=ikv\,\psi .
\end{equation}
Write $\psi=\alpha+\beta$ and $\chi=v(\alpha-\beta)$, so that $\alpha$ and $\beta$ are the local right- and left-moving parts. Differentiating $\alpha=\frac12(\psi+\chi/v)$ and $\beta=\frac12(\psi-\chi/v)$ gives, with $\eta=v'/(2v)$,
\begin{equation}
\alpha'=ik\alpha-\eta(\alpha-\beta),\qquad \beta'=-ik\beta+\eta(\alpha-\beta).
\end{equation}
The local reflection amplitude $\rho=\beta/\alpha$ then obeys
\begin{equation}
\rho'=\frac{\beta'}{\alpha}-\rho\frac{\alpha'}{\alpha}=-2ik\rho+\eta(1-\rho^2).
\label{ric}
\end{equation}
Multiplying by $2\rho^*$ and taking the real part gives $(|\rho|^2)'=2\eta(1-|\rho|^2)\,\mathrm{Re}\,\rho$. Since $|\mathrm{Re}\,\rho|\leq|\rho|$, the quantity $\mathrm{artanh}|\rho|$ changes at a rate of at most $|\eta|$. It vanishes on the far right, where there is no incoming wave. For a monotonic $v(x)$, integration gives
\begin{equation}
|\rho|\leq\tanh\left(\tfrac12|\ln r|\right)=\frac{|v_1-v_2|}{v_1+v_2},
\end{equation}
which is the abrupt value from \eqref{amps} with $w=0$. The mismatch term in \eqref{zeff} is thus the largest that a monotonic velocity profile can produce.

For weak reflection the $\rho^2$ in \eqref{ric} can be dropped, and the amplitude at the left edge of a graded layer of width $L$ is
\begin{equation}
\rho(0)\approx-\int_0^L\eta(x)\exp\left[2i\int_0^xk(x')\,dx'\right]dx .
\end{equation}
The oscillating phase cancels the contributions once $\eta$ varies slowly over the length $1/(2k)$, which is about 0.7 nm on the semiconductor side of the example and 0.04 nm on the superconductor side. When the logarithms of mass and kinetic energy are graded smoothly, the calculated reflection falls from 0.270 for the abrupt step to 0.092 for a width of 1 nm, 0.0050 for 5 nm and $2.8\times10^{-6}$ for 20 nm. Inserting bulk Fermi velocities in \eqref{zeff} is therefore justified when the transition is much narrower than $1/(2k)$ on both sides; for a wider transition without a barrier, the formula gives an upper bound on the reflection, provided that the velocity $v(x)$ is monotonic. A monotonic mass and a monotonic band edge do not by themselves guarantee this, because $v$ depends on both. In the example the condition asks for a width well below 0.04 nm, less than an interatomic spacing, where a description by bulk effective masses no longer holds. For a real semiconductor--metal contact the mismatch term computed from bulk velocities is therefore an estimate within this model, not a property fixed by the two materials. At a width of 1 nm, $R/T=0.10$ already lies below the threshold 0.309. The main computed values are collected in the numerical output that follows; the others follow from them or from the formulas above.

\section*{Calculated quantities}
\begin{verbatim}
mass side 1, side 2 (m_e): 0.2, 1.0
Fermi energy side 1, side 2 (eV): 0.1, 5.0
interface strength W (eV nm): 0.2
superconducting gap (meV): 0.2
Fermi velocity v1 (m/s): 4.1938e+05
Fermi velocity v2 (m/s): 1.3262e+06
velocity ratio r = v1/v2 (1): 0.3162
hbar sqrt(v1 v2) (eV nm): 0.4909
barrier Z (1): 0.4074
barrier term Z^2 (1): 0.1660
mismatch term (1): 0.3696
square root of mismatch term (1): 0.6080
Zeff^2 (1): 0.5356
Zeff (1): 0.7319
normal transmission, formula (1): 0.6512
normal transmission, lattice (1): 0.6512
normal reflection, lattice (1): 0.3488
transmission with W = 0, formula (1): 0.7301
transmission with W = 0, lattice (1): 0.7302
largest lattice-formula difference in T (1): 2.5e-05
T, equal v, k2/k1 = 5, lattice (1): 1.0000
T, equal k, v1/v2 = 5, lattice (1): 0.5556
T, equal k, v1/v2 = 5, formula (1): 0.5556
lowest r allowed by Zeff (1): 0.2574
highest r allowed by Zeff (1): 3.8851
E/gap=0.0: A,B full 0.2331,0.7669; formula 0.2331,0.7669 (1)
E/gap=0.5: A,B full 0.2884,0.7116; formula 0.2884,0.7116 (1)
E/gap=1.2: A,B full 0.1509,0.2180; formula 0.1509,0.2185 (1)
E/gap=2.0: A,B full 0.0320,0.3154; formula 0.0320,0.3161 (1)
largest A,B deviation, gap 0.2 meV (1): 1.3e-03
largest A,B deviation, gap 0.002 meV (1): 1.3e-05
zero-bias G_NS/G_N, full solution (1): 0.7159
zero-bias G_NS/G_N, Zeff formula (1): 0.7159
zero-bias G_NS/G_N, mismatch ignored (1): 1.3144
reflection, abrupt, W = 0 (1): 2.6985e-01
reflection, graded over 1 nm, W = 0 (1): 9.2081e-02
reflection, graded over 5 nm, W = 0 (1): 4.9904e-03
reflection, graded over 20 nm, W = 0 (1): 2.8445e-06
\end{verbatim}
